# Size intensivity of EOM-CC and linear-response coupled-cluster transition moments: test program

```python
# Result under test (atomic units). Noninteracting fragments, state k local to A:
#   T_k0 = L.xi and T_0k(LR) = eta.R + t(-w) F R are size intensive, while
#   T_0k(EOM) gains Delta = R^S Z xi_B^S - (lam_A.R)(lam_B.xi_B) per spectator B (CCSD).
# Obar = exp(-T) O exp(T); A = CC Jacobian, R, L its eigenvectors, w eigenvalue; lam = Lambda
# amplitudes; xi_m = <m|Xbar|0>; eta_m = <Lam|[Xbar,tau_m]|0>; F = <Lam|[[Hbar,tau],tau]|0>;
# t(w) = -(A-w)^-1 xi; Z = composite (single x single) Lambda; S = T_0k T_k0 summed over the
# degenerate set. Model: polar Hubbard chains, half filling, RHF orbitals, X = dipole.
import itertools
import numpy as np, scipy.linalg as sla
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants as pc, c as clight
EV = pc['Hartree energy in eV'][0]
DEBYE = pc['atomic unit of electric dipole mom.'][0] * clight / 1e-21
HOP, BOND, SEP = 0.1, 2.0, 50.0

def frag(eps, U, shift=0.0, sign=1.0):
    n = len(eps)
    h = np.diag(eps) - HOP * (np.eye(n, k=1) + np.eye(n, k=-1))
    d = np.full(n, 0.5)
    for _ in range(400):
        C = np.linalg.eigh(h + U * np.diag(d))[1]
        new = (C[:, :n // 2] ** 2).sum(1)
        err = abs(new - d).max(); d = d + 0.3 * (new - d)
    assert err < 1e-12
    return dict(n=n, h=h, U=U, C=C, x=shift + sign * BOND * (np.arange(n) - (n - 1) / 2))

def act(s, ann, cre):
    sg = 1
    for p, occ in [(p, 1) for p in ann] + [(p, 0) for p in cre]:
        if (s >> p) & 1 != occ: return None, 0
        sg *= (-1) ** bin(s & ((1 << p) - 1)).count('1'); s ^= 1 << p
    return s, sg

def projector(M, w, n):
    U, s, Vh = np.linalg.svd(M - w * np.eye(len(M)))
    assert s[-n] < 1e-9 and s[-n - 1] > 1e-5
    R, L = Vh[-n:].T, U[:, -n:].T
    return R, np.linalg.solve(L @ R, L)

class CC:
    def __init__(s, frags, rank, full=False):
        off = np.cumsum([0] + [f['n'] for f in frags]).tolist(); no = off[-1]
        masks = [((1 << f['n']) - 1) << o for f, o in zip(frags, off)]
        ref = sum(((1 << f['n'] // 2) - 1) << o for f, o in zip(frags, off))
        pop = lambda b: bin(b).count('1')
        st = [sum(1 << p for p in cb) for cb in itertools.combinations(range(no), no // 2)]
        st = [b for b in st if full or all(pop(b & m) == pop(ref & m) for m in masks)]
        st.sort(key=lambda b: pop(ref & ~b))
        idx = {b: i for i, b in enumerate(st)}; ns = s.ns = len(st); s.D = ns * ns
        def op(ann, cre):
            M = np.zeros((ns, ns))
            for j, b in enumerate(st):
                r, sg = act(b, ann, cre)
                if r is not None: M[idx[r], j] = sg
            return M
        bits = lambda b: [p for p in range(no) if (b >> p) & 1]
        tau = [op(bits(ref & ~b), bits(b & ~ref)) for b in st]
        s.tau = np.array([M * M[i, 0] for i, M in enumerate(tau)])
        I = np.eye(ns); s.H = np.zeros((s.D, s.D)); s.X = np.zeros((s.D, s.D))
        for f, o in zip(frags, off):
            n, C = f['n'], f['C']
            E = np.array([[op([o + q], [o + p]) for q in range(n)] for p in range(n)])
            one = lambda M: np.tensordot(C.T @ M @ C, E, 2)
            both = lambda M: np.kron(M, I) + np.kron(I, M)
            s.H += both(one(f['h']))
            s.X += f['x'].sum() * np.eye(s.D) - both(one(np.diag(f['x'])))
            for k in range(n):
                nk = one(np.diag(np.eye(n)[k])); s.H += f['U'] * np.kron(nk, nk)
        r = np.array([pop(ref & ~b) for b in st]); rk = np.add.outer(r, r).ravel()
        s.maxr = int(rk.max()); s.exc = np.where((rk >= 1) & (rk <= rank))[0]
        s.single = rk[s.exc] == 1
        s.touch = []
        for m in masks:
            ch = np.array([(b & m) != (ref & m) for b in st])
            s.touch.append(np.logical_or.outer(ch, ch).ravel()[s.exc])
        s.t, s.Hb, s.A = s.solve(s.H); s.E = s.Hb[0, 0]
        em, ep = s.exps(s.t); s.Xb = em @ s.X @ ep
        s.h = s.Hb[0, s.exc]; s.lam = -np.linalg.solve(s.A.T, s.h)
        s.l = s.pad(s.lam, 1.0); s.xi = s.Xb[s.exc, 0]; s.eta = s.comm(s.l, s.Xb)
    def pad(s, v, v0=0.0):
        u = np.zeros(s.D, dtype=v.dtype); u[s.exc] = v; u[0] = v0; return u
    def build(s, v):
        W = np.tensordot(s.pad(v).reshape(s.ns, s.ns), s.tau, (0, 0))
        return np.tensordot(W, s.tau, (0, 0)).transpose(0, 2, 1, 3).reshape(s.D, s.D)
    def tau_on(s, v):  # [nu, mu] = <mu|tau_nu|v>
        W = np.tensordot(s.tau, v.reshape(s.ns, s.ns), (2, 0))
        return np.tensordot(W, s.tau, (2, 2)).transpose(0, 2, 1, 3).reshape(s.D, s.D)
    def comm(s, l, K):  # <l|[K,tau_nu]|0>
        return (l @ K - s.tau_on(K[:, 0]) @ l)[s.exc]
    def exps(s, t):
        T = s.build(t); P = np.eye(s.D, dtype=T.dtype); ep = P.copy(); em = P.copy()
        for k in range(1, s.maxr + 1):
            P = P @ T / k; ep += P; em += (-1) ** k * P
        return em, ep
    def solve(s, H):
        t = np.zeros(len(s.exc))
        for _ in range(40):
            em, ep = s.exps(t); Hb = em @ H @ ep
            A = (Hb - s.tau_on(Hb[:, 0]).T)[np.ix_(s.exc, s.exc)]
            if abs(Hb[s.exc, 0]).max() < 1e-12: return t, Hb, A
            t = t - np.linalg.solve(A, Hb[s.exc, 0])
        raise AssertionError('CC not converged')
    def F(s, v):
        V = s.build(v); return s.comm(s.l, s.Hb @ V - V @ s.Hb)
    def tx(s, w): return -np.linalg.solve(s.A - w * np.eye(len(s.A)), s.xi)
    def resp(s, w): return s.eta @ (s.tx(w) + s.tx(-w)) + s.F(s.tx(w)) @ s.tx(-w)
    def S_lr(s, w, n):
        R, L = projector(s.A, w, n); return (s.eta + s.F(s.tx(-w))) @ R @ L @ s.xi
    def S_eom(s, w, n):  # from left and right eigenvectors of the projected Hbar
        sub = np.r_[0, s.exc]; M = s.Hb[np.ix_(sub, sub)]; Xs = s.Xb[np.ix_(sub, sub)]
        l0 = projector(M, s.E, 1)[1][0]; l0 = l0 / l0[0]
        assert abs(l0[1:] - s.lam).max() < 1e-9
        R, L = projector(M, s.E + w, n); return l0 @ Xs @ R @ L @ Xs[:, 0]
    def bright(s):  # brightest state, scaled so that T_0k(LR) = T_k0 > 0
        ws = [z.real for z in np.linalg.eigvals(s.A) if abs(z.imag) < 1e-10]
        s.w = max(ws, key=lambda w: s.S_lr(w, 1))
        R, L = projector(s.A, s.w, 1); R, L = R[:, 0], L[0]
        g = np.sign(L @ s.xi) * np.sqrt((L @ s.xi) / ((s.eta + s.F(s.tx(-s.w))) @ R))
        s.R, s.L = R * g, L / g; s.Tk0 = s.L @ s.xi
        s.Mxi = s.F(s.R) @ s.tx(-s.w)
        s.Nxi = ((s.l @ s.build(s.R))[s.exc] - (s.lam @ s.R) * s.lam) @ s.xi
        s.Tlr, s.Teom = s.eta @ s.R + s.Mxi, s.eta @ s.R + s.Nxi
        return s
    def fci(s):
        e, V = np.linalg.eigh(s.H); m = (V[:, 1:].T @ s.X @ V[:, 0]) ** 2
        return e[0], e[1:] - e[0], m

def delta(a, b):
    sa, sb = a.single, b.single
    q = -(np.outer(a.lam[sa], b.h[sb]) + np.outer(a.h[sa], b.lam[sb]))
    Z = sla.solve_sylvester(a.A[np.ix_(sa, sa)].T, b.A[np.ix_(sb, sb)], q)
    return a.R[sa] @ Z @ b.xi[sb], -(a.lam @ a.R) * (b.lam @ b.xi), Z
close = lambda a, b, tol=1e-8: abs(a - b) < tol * abs(b)
def residue(s, w, d=1e-5): return d * (s.resp(w + d) - s.resp(w - d)) / 2

e2, U2, e4, U4 = [-0.1, 0.1], 0.3, [-0.15, -0.05, 0.05, 0.15], 0.2
reps = lambda N: [frag(e2, U2, SEP * i) for i in range(N)]
m = CC(reps(1), 2).bright()
e0, wf, sf = m.fci(); k = sf.argmax()
assert close(m.E, e0) and close(m.w, wf[k]) and close(m.Tlr * m.Tk0, sf[k])
assert close(m.S_eom(m.w, 1), sf[k]) and close(m.Teom * m.Tk0, sf[k])
d1, d2, Z = delta(m, m); D = d1 + d2; S1 = m.Tlr * m.Tk0
assert abs(D / m.Teom) > 1e-4
ls = m.lam[m.single]
assert abs(abs(Z).max() - ls.max() * ls.max()) > 1e-6 or abs(Z - np.outer(ls, ls)).max() > 1e-6
print(f"input: t={HOP} Eh, bond={BOND} a0, separation={SEP} a0")
print(f"2-site: eps={e2} Eh, U={U2} Eh; 4-site: eps={e4} Eh, U={U4} Eh")
print(f"2-site E(RHF)={m.H[0,0]:.6f} Eh, E(CCSD)={m.E:.6f} Eh, E(FCI)={e0:.6f} Eh")
print(f"omega={m.w:.6f} Eh = {m.w*EV:.4f} eV")
print(f"T_k0=T_0k={m.Tk0:.6f} e a0 = {m.Tk0*DEBYE:.4f} D; S1={S1:.6f}, FCI {sf[k]:.6f} (e a0)^2")
print(f"eta.R={m.eta@m.R:.6f}, Mbar.xi={m.Mxi:.6f}, N.xi={m.Nxi:.6f} e a0")
print(f"lam.R={m.lam@m.R:.6f}; lam.xi={m.lam@m.xi:.6f} e a0")
print(f"<Lam|Xbar|0>={m.l@m.Xb[:,0]:.6f}, <0|Xbar|0>={m.Xb[0,0]:.6f} e a0")
print(f"Z_11={Z[0,0]:.6f}, lam_1*lam_1={ls[0]**2:.6f}")
print(f"R Z xi={d1:.6f}, -(lam.R)(lam.xi)={d2:.6f} e a0")
print(f"Delta={D:.6f} e a0 = {D*DEBYE:.4f} D; Delta/T_0k={D/m.Teom:.6f}")
print(f"N=1 oscillator strength f={2/3*m.w*S1:.6f}")
for N, full in [(2, True), (3, True), (2, False), (3, False), (4, False)]:
    s = CC(reps(N), 2, full); a, b = s.S_lr(m.w, N), s.S_eom(m.w, N)
    pred = N * m.Tk0 * (m.Teom + (N - 1) * D)
    assert close(s.E, N * m.E) and close(a, N * S1) and close(b, pred)
    print(f"N={N} dets={s.D}: S/N LR={a/N:.6f} EOM={b/N:.6f} formula={pred/N:.6f} (e a0)^2,"
          f" f/N EOM={2/3*m.w*b/N:.6f}")
print(f"spectators for |sum Delta|>T_0k (formula): {int(np.ceil(abs(m.Teom/D)))}")

# response formula against time propagation, residue, finite field and full diagonalization
p = CC(reps(2), 2); wc, amp = 0.2 + 0.1j, 2e-4; ne = len(p.exc)
def propagate(a):
    def rhs(tm, y):
        em, ep = p.exps(y[:ne]); K = em @ (p.H + a * np.exp(-1j * wc * tm) * p.X) @ ep
        return np.r_[-1j * K[p.exc, 0], 1j * p.comm(p.pad(y[ne:], 1.0), K)]
    y = solve_ivp(rhs, (-160, 0), np.r_[p.t, p.lam].astype(complex), method='DOP853',
                  rtol=1e-10, atol=1e-12).y[:, -1]
    em, ep = p.exps(y[:ne]); return p.pad(y[ne:], 1.0) @ (em @ p.X @ ep)[:, 0]
td = (propagate(amp) - propagate(-amp)) / (2 * amp)
assert close(td, p.resp(wc), 1e-4)  # cubic response and integrator error, about 1e-5
print(f"N=2 <<X;X>> at w={wc} Eh: propagated {td:.4f}, formula {p.resp(wc):.4f} au")
assert close(residue(p, m.w), 2 * S1, 1e-6)
print(f"N=2 numerical residue={residue(p, m.w):.6f} (e a0)^2")
q = CC([frag(e4, U4)], 2).bright(); hf = 1e-3
en = [q.solve(q.H + j * hf * q.X)[1][0, 0] for j in (-2, -1, 0, 1, 2)]
ff = np.dot([-1, 16, -30, 16, -1], en) / (12 * hf ** 2)
assert close(ff, q.resp(0.0), 1e-5) and close(residue(q, q.w), q.Tlr * q.Tk0, 1e-6)
assert close(q.S_eom(q.w, 1), q.Teom * q.Tk0) and abs(q.Teom - q.Tlr) > 1e-7
print(f"4-site d2E/dF2={ff:.5f}, <<X;X>>_0={q.resp(0.0):.5f} au")
qf = CC([frag(e4, U4)], 4).bright(); e0, wf, sf = qf.fci(); k = sf.argmax()
assert close(qf.w, wf[k]) and close(qf.Tlr * qf.Tk0, sf[k]) and close(qf.S_eom(qf.w, 1), sf[k])
assert close(qf.resp(wc), (sf * (1 / (wc - wf) - 1 / (wc + wf))).sum())
assert abs(q.w - wf[k]) > 1e-7
print(f"4-site omega CCSD={q.w:.6f}, FCI={wf[k]:.6f} Eh")
print(f"4-site S LR={q.Tlr*q.Tk0:.6f} EOM={q.Teom*q.Tk0:.6f} FCI={sf[k]:.6f} (e a0)^2")

# unlike pair with charge-transfer determinants: block structure and Delta both ways
u = CC([frag(e4, U4), frag(e2, U2, SEP)], 2, True); comp = u.touch[0] & u.touch[1]
assert abs(u.xi[comp]).max() < 1e-10 and abs(u.t[comp]).max() < 1e-10
for name, a, b, i in [("4-site state, 2-site spectator", q, m, 0),
                      ("2-site state, 4-site spectator", m, q, 1)]:
    R, L = projector(u.A, a.w, 1); R, L = R[:, 0], L[0]; onlyB = u.touch[1 - i] & ~comp
    assert abs(R[u.touch[1 - i]]).max() < 1e-8 and abs(L[onlyB]).max() < 1e-8
    assert np.linalg.norm(L[comp]) > 1e-4 and abs(u.F(R)[onlyB]).max() < 1e-8
    assert np.linalg.norm(u.tx(-a.w)[onlyB]) > 1e-2 and abs(u.tx(-a.w)[comp]).max() < 1e-8
    assert close(abs(L @ u.xi), a.Tk0 * np.linalg.norm(a.R))
    dd = sum(delta(a, b)[:2]); x, y = u.S_lr(a.w, 1), u.S_eom(a.w, 1)
    assert close(x, a.Tlr * a.Tk0) and close(y, a.Tk0 * (a.Teom + dd)) and abs(dd) > 1e-6
    print(f"{name}: |L_AB|={np.linalg.norm(L[comp]):.4f} (|R|=1), Delta={dd:.6f} e a0")
    print(f"   T_k0={a.Tk0:.6f} e a0, S LR={x:.6f}, S EOM={y:.6f} (e a0)^2")

# orientation, symmetry and rank
s = CC([frag(e2, U2), frag(e2, U2, SEP, -1.0)], 2); b = s.S_eom(m.w, 2)
assert close(b, 2 * m.Tk0 * (m.Teom - D)) and close(s.S_lr(m.w, 2), 2 * S1)
print(f"antiparallel N=2: S/N EOM={b/2:.6f} (e a0)^2")
s = CC([frag(e2, U2), frag([0.0, 0.0], U2, SEP)], 2); b = s.S_eom(m.w, 1)
assert close(b, S1)
print(f"centrosymmetric spectator: S EOM={b:.6f} (e a0)^2")
s = CC(reps(3), 4); b = s.S_eom(m.w, 3)
assert close(b, 3 * S1)
print(f"rank 4, N=3: S/N EOM={b/3:.6f} (e a0)^2")
c1 = CC(reps(1), 1).bright(); s = CC(reps(3), 1); b = s.S_eom(c1.w, 3)
assert abs(s.lam).max() < 1e-9 and close(b, 3 * c1.S_eom(c1.w, 1))
print(f"CCS: S EOM N=1 {c1.S_eom(c1.w,1):.6f}, S/N at N=3 {b/3:.6f} (e a0)^2")
print("PASS")
```

Printed output:

```
input: t=0.1 Eh, bond=2.0 a0, separation=50.0 a0
2-site: eps=[-0.1, 0.1] Eh, U=0.3 Eh; 4-site: eps=[-0.15, -0.05, 0.05, 0.15] Eh, U=0.2 Eh
2-site E(RHF)=-0.089351 Eh, E(CCSD)=-0.122168 Eh, E(FCI)=-0.122168 Eh
omega=0.303931 Eh = 8.2704 eV
T_k0=T_0k=0.973126 e a0 = 2.4734 D; S1=0.946975, FCI 0.946975 (e a0)^2
eta.R=1.236674, Mbar.xi=-0.263548, N.xi=-0.263548 e a0
lam.R=-0.208480; lam.xi=-0.153888 e a0
<Lam|Xbar|0>=0.485331, <0|Xbar|0>=0.639219 e a0
Z_11=-0.001197, lam_1*lam_1=0.002535
R Z xi=-0.002320, -(lam.R)(lam.xi)=-0.032083 e a0
Delta=-0.034402 e a0 = -0.0874 D; Delta/T_0k=-0.035352
N=1 oscillator strength f=0.191877
N=2 dets=36: S/N LR=0.946975 EOM=0.913497 formula=0.913497 (e a0)^2, f/N EOM=0.185093
N=3 dets=400: S/N LR=0.946975 EOM=0.880019 formula=0.880019 (e a0)^2, f/N EOM=0.178310
N=2 dets=16: S/N LR=0.946975 EOM=0.913497 formula=0.913497 (e a0)^2, f/N EOM=0.185093
N=3 dets=64: S/N LR=0.946975 EOM=0.880019 formula=0.880019 (e a0)^2, f/N EOM=0.178310
N=4 dets=256: S/N LR=0.946975 EOM=0.846541 formula=0.846541 (e a0)^2, f/N EOM=0.171527
spectators for |sum Delta|>T_0k (formula): 29
N=2 <<X;X>> at w=(0.2+0.1j) Eh: propagated -13.5399-8.4324j, formula -13.5399-8.4324j au
N=2 numerical residue=1.893950 (e a0)^2
4-site d2E/dF2=-108.52899, <<X;X>>_0=-108.52907 au
4-site omega CCSD=0.114471, FCI=0.114239 Eh
4-site S LR=6.164989 EOM=6.165256 FCI=6.164471 (e a0)^2
4-site state, 2-site spectator: |L_AB|=0.0281 (|R|=1), Delta=-0.010527 e a0
   T_k0=2.482940 e a0, S LR=6.164989, S EOM=6.139118 (e a0)^2
2-site state, 4-site spectator: |L_AB|=0.0066 (|R|=1), Delta=-0.036250 e a0
   T_k0=0.973126 e a0, S LR=0.946975, S EOM=0.911699 (e a0)^2
antiparallel N=2: S/N EOM=0.980453 (e a0)^2
centrosymmetric spectator: S EOM=0.946975 (e a0)^2
rank 4, N=3: S/N EOM=0.946975 (e a0)^2
CCS: S EOM N=1 1.700575, S/N at N=3 1.700575 (e a0)^2
PASS
```
